# Why a −1/4 Slope Does Not Identify the Oxygen Vacancy Charge: verification in Python

```python
"""
Result under test: electron density n proportional to P**(-1/4) arises both
from singly ionized oxygen vacancies V1 = n and from doubly ionized vacancies
V2 = A/2 pinned by acceptors A. The slope alone cannot tell them apart.
P: oxygen pressure; K1 = V1*n*sqrt(P); K2 = V2*n**2*sqrt(P);
h = ni2/n: hole density. Neutrality: n + A = h + V1 + 2*V2.
Example densities are in cm^-3 and pressures in Torr. Material parameters
are rough round values in the regime of strontium titanate at high temperature.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize


def electrons(P, K1, K2, A, ni2=0.0):
    """Electron density from full charge neutrality."""
    x = P ** -0.5

    def imbalance(u):
        n = np.exp(u)
        positive = ni2 / n + x * (K1 / n + 2 * K2 / n**2)
        return np.log((n + A) / positive)
    return np.exp(brentq(imbalance, -40, 90, xtol=1e-14, maxiter=500))


def vacancies(P, n, K1, K2):
    return K1 / (n * np.sqrt(P)), K2 / (n**2 * np.sqrt(P))


def local_slope(P, *model):
    d = 1e-3
    upper = electrons(P * np.exp(d), *model)
    lower = electrons(P * np.exp(-d), *model)
    return np.log(upper / lower) / (2 * d)


# Free-energy minimization, without using the mass-action equations.
def minimized_electrons(P, K1, K2, A, ni2):
    x = P ** -0.5

    def free_energy(q):
        n = np.exp(q[0])
        weights = np.exp(np.array([q[1], 0.0, q[2]]))
        shares = weights / weights.sum()
        V1, V2, h = (n + A) * shares * np.array([1.0, 0.5, 1.0])
        amounts = np.array([n, V1, V2, h])
        references = np.array([1.0, K1 * x, K2 * x, ni2])
        return np.sum(amounts * (np.log(amounts / references) - 1))
    best = minimize(free_energy, [0.0, 0.0, 0.0], method="Nelder-Mead",
                    options=dict(xatol=1e-9, fatol=1e-13,
                                 maxiter=6000, maxfev=6000))
    return np.exp(best.x[0])


for case in [(1.0, 1.0, 0.7, 2.0, 0.3), (0.5, 1.5, 9.0, 20.0, 0.5)]:
    assert abs(minimized_electrons(*case) / electrons(*case) - 1) < 1e-5

# General slope law against finite differences for varied defect mixtures.
rng = np.random.default_rng(4)
for _ in range(60):
    K1, K2, A, ni2 = 10 ** rng.uniform(-2, 2, 4)
    P = 10 ** rng.uniform(-3, 3)
    n = electrons(P, K1, K2, A, ni2)
    V1, V2 = vacancies(P, n, K1, K2)
    Q = V1 + 2 * V2
    predicted = -Q / (2 * (2 * Q + n + ni2 / n - V1))
    assert abs(local_slope(P, K1, K2, A, ni2) - predicted) < 2e-6

# Locate a slope of -1/4 numerically, then check its charge condition.
mixed = (1.0, 0.5, 3.0, 0.01)
log_P = brentq(lambda y: local_slope(np.exp(y), *mixed) + 0.25,
               np.log(10), np.log(1e5))
n = electrons(np.exp(log_P), *mixed)
V1, V2 = vacancies(np.exp(log_P), n, *mixed[:2])
assert abs(V1 / (n + mixed[3] / n) - 1) < 1e-4

# Limiting laws from the full neutrality equation.
limits = [((1.0, 0.0, 0.0), -1 / 4, 1.0),
          ((0.0, 1.0, 1e4), -1 / 4, np.sqrt(2e-4)),
          ((0.0, 1.0, 0.0), -1 / 6, 2 ** (1 / 3)),
          ((1.0, 0.0, 1e4), -1 / 2, 1e-4)]
for model, exponent, density in limits:
    assert abs(local_slope(1.0, *model) - exponent) < 1e-5
    assert abs(electrons(1.0, *model) / density - 1) < 1e-5

# A = 2*K2/K1 keeps the line exact while the main charge state changes.
single_shares = []
for P in np.logspace(-10, 10, 11):
    n = electrons(P, 1.0, 0.5, 1.0)
    V1, V2 = vacancies(P, n, 1.0, 0.5)
    single_shares.append(V1 / (V1 + 2 * V2))
    assert abs(n * P**0.25 - 1) < 1e-10
assert min(single_shares) < 0.01 and max(single_shares) > 0.99

# Worked example: inputs.
T = 1250.0
kT = const.k * T / const.e
n0, P0, A0 = 1e17, 1e-12, 1e19
pressures = np.logspace(-14, -10, 9)
mass_ratio, gap = 3.0, 2.5
mass = mass_ratio * const.m_e
Nc = 2 * (mass * const.k * T / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
ni2 = Nc**2 * np.exp(-gap / kT)

# Ionization constant from band integration and state weights.
E2_test = 0.5
mu = kT * np.log(n0 / Nc)
band_factor = (2 * mass * const.k * T / const.hbar**2)**1.5 / (2 * np.pi**2)
integral = quad(lambda y: 2 * y**2 / (np.exp(y**2 - mu / kT) + 1), 0, 8)[0]
n_band = band_factor * integral * 1e-6
V2_over_V1 = np.exp((-E2_test - mu) / kT) / 2
assert abs(2 * n_band * V2_over_V1 / (Nc * np.exp(-E2_test / kT)) - 1) < 1e-4

K1_S = n0**2 * np.sqrt(P0)
K2_D = n0**2 * (n0 + A0) * np.sqrt(P0) / 2
readings = {"S": (K1_S, 0.0, 0.0), "D": (0.0, K2_D, A0),
            "tuned": (K1_S, K1_S * A0 / 2, A0)}


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("temperature", T, "K")
show("thermal energy kT", kT, "eV")
show("anchor pressure", P0, "Torr")
show("anchor pressure converted", P0 * const.torr, "Pa")
show("anchor electron density", n0, "cm^-3")
show("acceptors A in D and tuned", A0, "cm^-3")
show("K1 in S and tuned", K1_S, "cm^-6 Torr^0.5")
show("K2 in D", K2_D, "cm^-9 Torr^0.5")
show("K2 in tuned", readings["tuned"][1], "cm^-9 Torr^0.5")

records, added = {}, 3e19
show("acceptors added in doping test", added, "cm^-3")
for name, model in readings.items():
    record = np.array([electrons(P, *model) for P in pressures])
    records[name] = record
    fit = np.polyfit(np.log(pressures), np.log(record), 1)[0]
    V1, V2 = vacancies(P0, electrons(P0, *model), *model[:2])
    ends = [sum(vacancies(P, n, *model[:2]))
            for P, n in zip(pressures[[0, -1]], record[[0, -1]])]
    release = (ends[0] - ends[1]) / (record[0] - record[-1])
    doped = (model[0], model[1], model[2] + added)
    ratio = electrons(P0, *doped) / n0
    doped_slope = local_slope(P0, *doped)
    print(f"{name}: n at 1e-14, 1e-12, 1e-10 Torr = "
          f"{record[0]:.4g}, {record[4]:.4g}, {record[-1]:.4g} cm^-3")
    print(f"{name}: fitted slope = {fit:.5f}; V1, V2 at anchor = "
          f"{V1:.4g}, {V2:.4g} cm^-3")
    print(f"{name}: oxygen atoms lost per added electron = {release:.4f}")
    print(f"{name}: after added acceptors n/n0 = {ratio:.4g}, "
          f"slope = {doped_slope:.4f}")
    assert abs(fit + 0.25) < 0.003
    assert abs(release - (0.5 if name == "D" else 1.0)) < 1e-6
    assert abs(doped_slope + (0.5 if name == "S" else 0.25)) < 0.002
    assert abs(ratio / (n0 / added if name == "S" else 0.5) - 1) < 0.02

difference = np.max(np.abs(records["D"] / records["S"] - 1))
assert difference < 0.02
show("largest D-S density difference in window", 100 * difference, "%")

# Temperature dependence gives half the assumed enthalpy in either reading.
enthalpy, temperatures = 5.0, np.array([T - 10, T + 10])
show("assumed reaction enthalpy", enthalpy, "eV")
for name in ("S", "D"):
    K1, K2, A = readings[name]
    factors = np.exp(-enthalpy * const.e / const.k * (1/temperatures - 1/T))
    values = [electrons(P0, K1 * f, K2 * f, A) for f in factors]
    inverse_kT = const.e / (const.k * temperatures)
    activation = -np.diff(np.log(values))[0] / np.diff(inverse_kT)[0]
    assert abs(activation / (enthalpy / 2) - 1) < 0.01
    show(f"{name} apparent activation energy of n", activation, "eV")

# Pressure at which n = A in D, and the resulting bend.
P_bend = (K2_D / A0**3)**2
assert abs(electrons(P_bend, *readings["D"]) / A0 - 1) < 1e-8
bend_slope = local_slope(P_bend, *readings["D"])
assert abs(bend_slope + 0.2) < 1e-5
show("D pressure where n = A", P_bend, "Torr")
show("D slope there", bend_slope)

# Level depths compatible with the two readings across the window.
n_high, n_low = records["S"][0], records["S"][-1]
show("rough effective mass", mass_ratio, "electron masses")
show("band density Nc", Nc, "cm^-3")
show("E2 for tuned A = N*", kT * np.log(Nc / A0), "eV")
show("S needs E2 above, for 99% single charge share",
     kT * np.log(99 * Nc / n_low), "eV")
show("D needs E2 below, for 99% double charge share",
     kT * np.log(Nc / (99 * n_high)), "eV")

# Neglected holes and band degeneracy.
show("rough high-temperature gap", gap, "eV")
show("intrinsic density", np.sqrt(ni2), "cm^-3")
for name in ("S", "D"):
    model = readings[name]
    with_holes = np.array([electrons(P, *model, ni2) for P in pressures])
    fit = np.polyfit(np.log(pressures), np.log(with_holes), 1)[0]
    change = 100 * (with_holes[-1] / records[name][-1] - 1)
    far_slope = local_slope(1e-4, *model, ni2)
    print(f"{name} with holes: n change at 1e-10 Torr = {change:.3g} %, "
          f"fit = {fit:.4f}, slope at 1e-4 Torr = {far_slope:.4f}")
    assert abs(fit + 0.25) < 0.02
    assert (abs(far_slope) < 0.02 if name == "S"
            else abs(far_slope + 0.25) < 0.005)
show("degeneracy correction n/(sqrt(8) Nc), largest n",
     n_high / (np.sqrt(8) * Nc))

# Acceptor-vacancy pairing: six oxygen neighbours, three oxygens per cell.
binding, cells = 0.3, 1.7e22
pair_constant = 2 * np.exp(binding / kT) / cells


def free_V2(n):
    def charge(V):
        bound = pair_constant * V
        return A0 * (1 - bound) / (1 + bound) + n - 2 * V
    return brentq(charge, 0, A0 + n, xtol=1.0)


def paired_electrons(P):
    return np.exp(brentq(
        lambda u: np.log(free_V2(np.exp(u)) * np.exp(2*u)
                         * np.sqrt(P) / K2_D), np.log(1e14), np.log(1e19)))


pair_change = paired_electrons(P0) / n0 - 1
pair_slope = np.log(paired_electrons(P0 * 1.1)
                    / paired_electrons(P0 / 1.1)) / (2 * np.log(1.1))
assert abs(pair_slope + 0.25) < 0.002
show("rough pair binding energy", binding, "eV")
show("pairing change of n in D", 100 * pair_change, "%")
show("D slope with pairing", pair_slope)

# Coulomb interaction and screening; charge_squared is Gaussian e squared.
permittivity, thickness = 70.0, 500.0
charge_squared = const.e**2 / (4 * np.pi * const.epsilon_0)


def screening_length(weighted_density):
    return np.sqrt(permittivity * const.k * T
                   / (4*np.pi*charge_squared*weighted_density*1e6))


length_D = screening_length(A0 + n0 + 4 * (A0 + n0) / 2)
length_S = screening_length(2 * n_low)
coulomb = charge_squared / (2*permittivity*length_D*const.k*T)
show("rough relative permittivity", permittivity)
show("film thickness", thickness, "nm")
show("D screening length", length_D * 1e9, "nm")
show("S longest screening length", length_S * 1e9, "nm")
show("Coulomb estimate of n change in D", 100*(np.exp(3*coulomb)-1), "%")

# Ionic contribution matters when conductivity replaces electron density.
diffusivity, mobility = 1e-5, 0.5
ionic_ratio = (2 * (A0 + n_low) / 2 * (2 * diffusivity / kT)
               / (n_low * mobility))
show("rough vacancy diffusivity", diffusivity, "cm2/s")
show("rough electron mobility", mobility, "cm2/Vs")
show("D ionic/electronic conductivity at 1e-10 Torr", ionic_ratio)
print("done: every assertion held")
```

Running it gives:

```
temperature: 1250 K
thermal energy kT: 0.1077 eV
anchor pressure: 1e-12 Torr
anchor pressure converted: 1.333e-10 Pa
anchor electron density: 1e+17 cm^-3
acceptors A in D and tuned: 1e+19 cm^-3
K1 in S and tuned: 1e+28 cm^-6 Torr^0.5
K2 in D: 5.05e+46 cm^-9 Torr^0.5
K2 in tuned: 5e+46 cm^-9 Torr^0.5
acceptors added in doping test: 3e+19 cm^-3
S: n at 1e-14, 1e-12, 1e-10 Torr = 3.162e+17, 1e+17, 3.162e+16 cm^-3
S: fitted slope = -0.25000; V1, V2 at anchor = 1e+17, 0 cm^-3
S: oxygen atoms lost per added electron = 1.0000
S: after added acceptors n/n0 = 0.003333, slope = -0.5000
D: n at 1e-14, 1e-12, 1e-10 Torr = 3.129e+17, 1e+17, 3.173e+16 cm^-3
D: fitted slope = -0.24857; V1, V2 at anchor = 0, 5.05e+18 cm^-3
D: oxygen atoms lost per added electron = 0.5000
D: after added acceptors n/n0 = 0.5022, slope = -0.2498
tuned: n at 1e-14, 1e-12, 1e-10 Torr = 3.162e+17, 1e+17, 3.162e+16 cm^-3
tuned: fitted slope = -0.25000; V1, V2 at anchor = 1e+17, 5e+18 cm^-3
tuned: oxygen atoms lost per added electron = 1.0000
tuned: after added acceptors n/n0 = 0.5009, slope = -0.2505
largest D-S density difference in window: 1.038 %
assumed reaction enthalpy: 5 eV
S apparent activation energy of n: 2.5 eV
D apparent activation energy of n: 2.488 eV
D pressure where n = A: 2.55e-21 Torr
D slope there: -0.2
rough effective mass: 3 electron masses
band density Nc: 1.109e+21 cm^-3
E2 for tuned A = N*: 0.5072 eV
S needs E2 above, for 99% single charge share: 1.622 eV
D needs E2 below, for 99% double charge share: 0.3843 eV
rough high-temperature gap: 2.5 eV
intrinsic density: 1.012e+16 cm^-3
S with holes: n change at 1e-10 Torr = 5 %, fit = -0.2455, slope at 1e-4 Torr = -0.0024
D with holes: n change at 1e-10 Torr = 0.0161 %, fit = -0.2486, slope at 1e-4 Torr = -0.2487
degeneracy correction n/(sqrt(8) Nc), largest n: 0.0001008
rough pair binding energy: 0.3 eV
pairing change of n in D: 0.935 %
D slope with pairing: -0.2488
rough relative permittivity: 70
film thickness: 500 nm
D screening length: 3.708 nm
S longest screening length: 81.17 nm
Coulomb estimate of n change in D: 8.031 %
rough vacancy diffusivity: 1e-05 cm2/s
rough electron mobility: 0.5 cm2/Vs
D ionic/electronic conductivity at 1e-10 Torr: 0.1178
done: every assertion held
```
